\section*{Energy derivative and Wronskian of scalar-relativistic radial functions in LAPW, part 2}

The linearized augmented plane wave (LAPW) method joins a combination of a radial solution $g$ and $\dot g$ to a plane wave at the radius $R$ of a sphere around a nucleus. The joining determinant contains $g'\dot g-g\dot g'$; for the Schr\"odinger equation and normalized $g$, $R^2(g'\dot g-g\dot g')=2$ in Hartree units.

Hartree atomic units are used ($\hbar=m=e=1$, $c=1/\alpha$); $E$ excludes the rest energy. A prime is $\partial/\partial r$, a dot $\partial/\partial E$, $\lambda=l(l+1)$. The potential $V(r)$ is real and independent of $E$, $M=1+(E-V)/(2c^2)>0$ for $0<r\le R$, $P=rg$ and $Q=rg'/(2M)$. The scalar-relativistic pair is
\begin{equation}
P'=\frac Pr+2MQ,\qquad Q'=-\frac Qr+UP,\qquad U=\frac{\lambda}{2Mr^2}+V-E .
\label{pair}
\end{equation}
For a point nucleus of charge $Z$, regular solutions start as $r^\gamma$, $\gamma=\sqrt{\lambda+1-Z^2/c^2}$, and $W(r)=Q\dot P-P\dot Q=O(r^{2\gamma+1})$.

For general $M(r,E)$,
\begin{equation}
\dot P'=\frac{\dot P}{r}+2M\dot Q+2\dot MQ,\qquad
\dot Q'=-\frac{\dot Q}{r}+U\dot P-\Big[1+\frac{\lambda\dot M}{2M^2r^2}\Big]P ,
\label{general}
\end{equation}
\begin{equation}
W=\int_0^R\Big[P^2+2\dot MQ^2+\frac{\lambda\dot MP^2}{2M^2r^2}\Big]dr .
\label{Wgeneral}
\end{equation}
For the $M$ above,
\begin{align}
\dot P'&=\frac{\dot P}{r}+2M\dot Q+\frac{Q}{c^2},\nonumber\\
\dot Q'&=-\frac{\dot Q}{r}+\Big[\frac{\lambda}{2Mr^2}+V-E\Big]\dot P-\Big[1+\frac{\lambda}{(2Mcr)^2}\Big]P ,
\label{dot}
\end{align}
\begin{equation}
W\equiv\big(Q\dot P-P\dot Q\big)_{R}=N\equiv\int_0^R\Big[P^2+\frac{Q^2}{c^2}+\frac{\lambda P^2}{(2Mcr)^2}\Big]dr .
\label{wronski}
\end{equation}

With $\Phi=Q/c$, $S=\sqrt\lambda\,P/(2Mcr)$, $u=(P,\Phi,S)$ and $\langle v|u\rangle=\int_0^Rv\cdot u\,dr$, one has $N=\langle u|u\rangle$. The pair becomes $Hu=Eu$ with $H$ independent of $E$, so $(H-E)\dot u=u$ and
\begin{equation}
\dot S=\frac{\sqrt\lambda}{2Mcr}\Big[\dot P-\frac{P}{2Mc^2}\Big].
\label{Sdot}
\end{equation}
Regular solutions $u_1,u_2$ at energies $E_1,E_2$, with $M_i=M(r,E_i)$, obey
\begin{align}
\big(Q_2P_1-P_2Q_1\big)_R&=(E_1-E_2)\,\langle u_1|u_2\rangle,\nonumber\\
\langle u_1|u_2\rangle&=\int_0^R\Big[P_1P_2+\frac{Q_1Q_2}{c^2}+\frac{\lambda P_1P_2}{4M_1M_2c^2r^2}\Big]dr .
\label{two}
\end{align}

\section{Use at the sphere boundary}

\subsection{Normalization and the choice of $\dot u$}

Equation (\ref{dot}) fixes its regular solution only up to $a(P,Q)$. The choice $N(E)=1$ at all energies means $\dot N=2\langle u|\dot u\rangle=0$. With (\ref{Sdot}), $S\dot S=\lambda P\dot P/(2Mcr)^2-\lambda P^2/(8M^3c^4r^2)$, so the condition is
\begin{equation}
\int_0^R\Big\{P\dot P\Big[1+\frac{\lambda}{(2Mcr)^2}\Big]+\frac{Q\dot Q}{c^2}\Big\}dr=I\equiv\int_0^R\frac{\lambda P^2}{8M^3c^4r^2}\,dr .
\label{gauge}
\end{equation}
If a particular solution gives the value $J$ for the left side, adding $a(P,Q)$ changes it to $J+aN$, so $a=(I-J)/N$. The gauge integral $I=\int S^2/(2Mc^2)\,dr$ is of order $c^{-4}$ for fixed $P$. In this gauge $\langle\dot u|(H-E)\dot u\rangle=\langle\dot u|u\rangle=0$.

Taylor's theorem gives $u(E+\delta)-u-\delta\dot u=\tfrac12\delta^2\ddot u+O(\delta^3)$. The quadratic term cannot vanish: differentiating $\langle u|\dot u\rangle=0$ gives $\langle u|\ddot u\rangle=-\langle\dot u|\dot u\rangle$, and $\dot u\neq0$ because $W=1$. Halving $\delta$ therefore divides the norm of the remainder by $4$, up to a relative correction of order $\delta$ from the cubic term.

\subsection{The Wronskian of the large component}

The joining conditions involve $g$ and $g'$. From $g'=2MQ/r$,
\begin{equation}
\dot g=\frac{\dot P}{r},\qquad \dot g'=\frac{2M\dot Q+Q/c^2}{r}.
\label{gdot}
\end{equation}
Then $r^2g'\dot g=2MQ\dot P$ and $r^2g\dot g'=2MP\dot Q+PQ/c^2$, and with (\ref{wronski})
\begin{equation}
W_g\equiv R^2\big(g'\dot g-g\dot g'\big)_R=2M(R)\,N-\frac{P(R)Q(R)}{c^2}.
\label{Wg}
\end{equation}
For $c\to\infty$ one has $M\to1$, $N\to\int P^2dr$, and $W_g\to2$ for a normalized function. Since $PQ=R^2gg'/(2M)$, the last term is $R^2gg'/(2Mc^2)$. In Rydberg units an energy has twice its Hartree value, so $\partial/\partial E$ is halved, and $c_{\rm Ry}=2c$; then $M=1+(E-V)/c_{\rm Ry}^2$ and $W_g=M(R)N-R^2gg'/(Mc_{\rm Ry}^2)$.

The quotient rule and (\ref{wronski}) give, where $P(R)\neq0$,
\begin{equation}
\frac{d}{dE}\frac{Q}{P}\Big|_R=\frac{\dot QP-Q\dot P}{P^2}=-\frac{N}{P(R)^2}<0 .
\label{mono}
\end{equation}
The quantity $Q/P=g'/(2Mg)$ falls monotonically between its poles. For the plain logarithmic derivative the same step gives $d(g'/g)/dE=-W_g/P^2$, which is negative only if $W_g>0$. The sign can be examined with $(PQ)'=2MQ^2+UP^2$, which follows from (\ref{pair}) because the terms $\pm PQ/r$ cancel. Using $\lambda P^2/(2Mc^2r^2)=2MS^2$ and $(V-E)/c^2=-2(M-1)$ in (\ref{Wg}), with $M_R=M(R)$,
\begin{equation}
W_g=\int_0^R\Big[2(M_R+M-1)P^2-2(M-M_R)(\Phi^2+S^2)\Big]dr .
\end{equation}
Where $V(r)<V(R)$ one has $M>M_R$, so the second term is negative there. The first term is negative where $M+M_R<1$: for constant $V$ the formula reduces to $W_g=2(2M-1)\int_0^RP^2dr$, which vanishes at $E-V=-c^2$ and is negative for $0<M<\tfrac12$. So $M>0$ alone does not guarantee $W_g>0$. When $|PQ|/c^2\ll2M_RN$, (\ref{Wg}) shows directly that it is positive.

The LAPW convention adopted here joins value and slope to the spherical Bessel function $j=j_l(Kr)$ of the plane wave, with $j'=\partial_rj_l(Kr)$: $Ag+B\dot g=j$ and $Ag'+B\dot g'=j'$ at $R$. The determinant is $g\dot g'-g'\dot g=-W_g/R^2$, and Cramer's rule gives
\begin{equation}
A=\frac{R^2(j'\dot g-j\dot g')}{W_g},\qquad B=\frac{R^2(jg'-j'g)}{W_g}.
\label{AB}
\end{equation}
The joining has a unique solution if and only if $W_g\neq0$. This is a rule for constructing basis functions. Solutions of the pair itself keep $P$ and $Q$ continuous, that is $g$ and $g'/M$, which differs from continuity of $g'$ if the region outside is treated with another $M$; with $M=1$ outside, $g'_{\rm in}=M(R)\,g'_{\rm out}$, so the inner slope differs from the outer one by the fraction $M(R)-1$ of the outer slope.

\subsection{Frozen mass}

Let $M$ be held at its value for the linearization energy while $E$ in $V-E$ varies. Call the derivative $(P_f,Q_f)$. Equations (\ref{general}) and (\ref{Wgeneral}) with $\dot M=0$ give $P_f'=P_f/r+2MQ_f$, $Q_f'=-Q_f/r+UP_f-P$ and
\begin{equation}
W_f=(QP_f-PQ_f)_R=\int_0^RP^2dr=N-\int_0^R(\Phi^2+S^2)\,dr .
\label{Wf}
\end{equation}
The term $Q/c^2$ in (\ref{gdot}) is absent, so the large-component Wronskian is $2M(R)\int P^2dr$. This scheme is consistent in itself, but its norm and its Wronskian belong together and differ from (\ref{wronski}) and (\ref{Wg}).

The basis $\{P,P_f\}$ follows the true energy dependence to first order only if $\dot P=\mu P+\nu P_f$ with constants $\mu,\nu$. Suppose this holds. The first line of (\ref{dot}) gives $\dot Q=(\dot P'-\dot P/r-Q/c^2)/(2M)=\mu Q+\nu Q_f-Q/(2Mc^2)$. In $\dot Q'+\dot Q/r-U\dot P$, the $\mu$ terms vanish by (\ref{pair}), the $\nu$ terms give $-\nu P$, and the last piece gives $-(Q'+Q/r)/(2Mc^2)+QM'/(2M^2c^2)=-UP/(2Mc^2)+QM'/(2M^2c^2)$. Here $U/(2Mc^2)=\lambda/(2Mcr)^2-(M-1)/M$. Equating the sum to $-[1+\lambda/(2Mcr)^2]P$, the centrifugal terms cancel and
\begin{equation}
\Big(2-\nu-\frac1M\Big)P+\frac{M'Q}{2M^2c^2}=0\qquad\text{for all } r\le R .
\label{span}
\end{equation}
For constant $V$, $M'=0$ and $\nu=2-1/M$ satisfies this: the frozen basis spans the right space. If $P$ has a node at a radius where $V'\neq0$, (\ref{span}) demands $Q=0$ there, and $P=Q=0$ at one radius would make the solution vanish identically. In that case $\dot P$ lies outside the span, and the distance of $P(E+\delta)$ from it has a term linear in $\delta$.

\section{Worked example}

The model potential is $V=-Z/[r(1+r/a)^2]$ with round parameters $Z=80$, $a=0.4$ bohr, $R=2.5$ bohr, $E=-0.25$ Ha $=-6.8028$ eV and $K=1$ bohr$^{-1}$; $c=137.035999$. It represents no particular atom, and the digits below are kept only to resolve corrections of order $10^{-5}$. The numerical check, with its output, integrates the pair at neighbouring energies, forms the derivatives by finite differences and asserts their agreement with (\ref{dot}), (\ref{wronski}), (\ref{Sdot}), (\ref{gauge}), (\ref{Wg}), (\ref{mono}), (\ref{AB}) and (\ref{Wf}); it also asserts (\ref{two}) for an energy difference of $0.5$ Ha.

At the boundary $V(R)=-0.608799$ Ha and $\dot M=2.66257\times10^{-5}$ Ha$^{-1}$, so
\begin{equation}
M(R)=1+(-0.25+0.608799)\times2.66257\times10^{-5}=1.000009553 .
\end{equation}
With $N=1$, $P>0$ near the origin and the gauge (\ref{gauge}), the results in atomic units are:

\begin{center}
\begin{tabular}{lrrrr}
$l$ & 0 & 1 & 2 & 3\\
$\gamma$ & 0.811906 & 1.630703 & 2.580541 & 3.557976\\
$P(R)$ & $-0.469229$ & 1.082826 & $-1.367734$ & $-1.532828$\\
$Q(R)$ & 0.600022 & $-0.183900$ & $-0.531637$ & $-0.556331$\\
$\dot P(R)$ & 1.075157 & $-0.630939$ & $-0.217532$ & 0.482171\\
$\dot Q(R)$ & 0.756308 & $-0.816354$ & 0.646582 & 0.827390\\
$10^4\int\Phi^2dr$ & 2.157 & 0.989 & 1.540 & 0.088\\
$10^4\int S^2dr$ & 0 & 0.406 & 1.701 & 0.500\\
$W_f$ & 0.999784 & 0.999861 & 0.999676 & 0.999941\\
$10^5PQ/c^2$ & $-1.499$ & $-1.060$ & 3.872 & 4.541\\
$W_g$ & 2.000034 & 2.000030 & 1.999980 & 1.999974
\end{tabular}
\end{center}

For $l=2$ the boundary values give
\begin{align}
W&=(-0.531637)(-0.217532)-(-1.367734)(0.646582)\nonumber\\
&=0.115648+0.884352=1.000000 ,
\end{align}
and the three parts of the norm add to $0.99967595+0.00015399+0.00017006=1.00000000$. The frozen-mass Wronskian equals the first part, $0.99967595$, which lies $3.2\times10^{-4}$ below $N$. Of this deficit the angular part $S$ carries slightly more than $\Phi$, and for $l=3$ it carries $5.0\times10^{-5}$ against $0.9\times10^{-5}$, so in this model a norm made of $P^2+Q^2/c^2$ alone misses more than half of the relativistic part of $W$ for these two $l$.

For the large component, $1/c^2=2\dot M=5.32514\times10^{-5}$ and $PQ=(-1.367734)(-0.531637)=0.727138$, so $PQ/c^2=3.8721\times10^{-5}$ and
\begin{equation}
W_g=2.000019107-0.000038721=1.9999804\ \text{Ha}^{-1}\text{bohr}^{-2},
\end{equation}
which is $0.9999902$ Ry$^{-1}$bohr$^{-2}$. The two corrections to the value $2$, namely $2(M-1)=1.91\times10^{-5}$ and $-PQ/c^2=-3.87\times10^{-5}$, are of the same order of magnitude. For $l=0,1$ the product $PQ$ is negative and they add, giving $1.0000170$ and $1.0000149$ Ry$^{-1}$bohr$^{-2}$; for $l=2,3$ the second outweighs the first and $W_g$ falls below its Schr\"odinger value, to $0.9999868$ Ry$^{-1}$bohr$^{-2}$ for $l=3$. Relative to $2$, the deviations have magnitudes $1.70$, $1.49$, $0.98$ and $1.32\times10^{-5}$ for $l=0$ to $3$. With $N=1$ only the boundary terms $2(M(R)-1)$ and $PQ/c^2$ of (\ref{Wg}) remain, and both are small because $E-V(R)$ and $|PQ|$ are small against $c^2$; normalizing $\int P^2dr=1$ instead would divide $W_g$ by $W_f$ and raise it by a further $0.6$ to $3.2\times10^{-4}$ of its value. For the same $l=2$ function the frozen-mass value is $2.000019107\times0.99967595=1.999371$, lower by $3\times10^{-4}$ relative to $W_g$.

Equation (\ref{mono}) gives $-1/1.367734^2=-0.53456$ bohr at $Q/P=0.388699$ Ha\,bohr. The program also asserts, for each $l$, that the angle of the vector $(P,Q)$ at $R$ decreases at every step of a scan from $-0.75$ to $0.75$ Ha.

For the joining, $j_2(2.5)=0.260067$ and $j'=0.104133$ bohr$^{-1}$. From (\ref{gdot}),
\begin{align}
g&=-1.367734/2.5=-0.547094, &g'&=2.000019\,(-0.531637)/2.5=-0.425314,\nonumber\\
\dot g&=-0.217532/2.5=-0.087013, &\dot g'&=(1.293176-0.000028)/2.5=0.517259 ,
\end{align}
where $1.293176=2M\dot Q$ and $-0.000028=Q/c^2$. Then (\ref{AB}) gives
\begin{align}
A&=6.25\,(-0.0090609-0.1345220)/1.9999804=-0.44870\ \text{bohr}^{3/2},\nonumber\\
B&=6.25\,(-0.1106101+0.0569705)/1.9999804=-0.16763\ \text{Ha\,bohr}^{3/2}.
\end{align}

The remainder of the linearization, in the three-component norm, falls by factors $4.0010$, $4.0016$, $3.9940$ and $4.0029$ for $l=0$ to $3$ when $\delta$ goes from $0.004$ to $0.002$ Ha, in line with the quadratic law. Its component along $u$ is $-\tfrac12\delta^2\langle\dot u|\dot u\rangle$ at leading order, with $\langle\dot u|\dot u\rangle=0.4205$ Ha$^{-2}$ for $l=2$. The part of the finite-difference $\dot P$ that lies outside the span of $P$ and the solution of (\ref{dot}) is below $10^{-11}$ of the norm of $\dot P$, in the norm $\int(\cdot)^2dr$; it is zero analytically, and the printed values measure the numerical error. Outside the span of $P$ and $P_f$ the same relative part is $1.7$, $2.9$, $1.1$ and $1.1\times10^{-4}$. For $l=0,2,3$ the negative $P(R)$ proves a node, and $V'>0$ throughout this model, so (\ref{span}) requires a nonzero value; for $l=1$ the computed number shows it. The values do not follow the ordering of $1-W_f$, which is largest for $l=2$, and the energy offset at which the quadratic error overtakes this linear one is not computed here.

The gauge integral $I$ is $4.5\times10^{-9}$ Ha$^{-1}$ for $l=2$ and smaller for the other $l$, too small for the comparison with finite differences, made at a relative tolerance of $10^{-7}$, to detect. The program therefore repeats the comparisons for $Z=8$, $c=12$, where it asserts $I>10^{-6}$ Ha$^{-1}$ for $l\ge1$, and for $c=10^4$, where it asserts $W_g=2$ and $W_f=1$ within $10^{-6}$. The exponents $\gamma$ and $2\gamma+1$ are tested on the numerical solutions near the origin, and the sign convention on the Coulomb ground state at $E=c^2(\gamma-1)=-3532.19$ Ha.

A case with large corrections is available in closed form. For $V=0$ the mass is constant, eliminating $Q$ from (\ref{pair}) gives $P''=[\lambda/r^2-2ME]P$, and for $l=1$ the regular solution is $P=\sin(kr)/(kr)-\cos(kr)$ with $k^2=2ME=2E+E^2/c^2$. With the artificial value $c=2$, $E=1.5$ Ha and $R=2.5$ bohr, $M=1+1.5/8=1.1875$. Quadrature gives $N=1.33200840$ for this unnormalized $P$, the boundary term is $PQ/c^2=0.03933825$, and (\ref{Wg}) predicts $2.375\times1.33200840-0.03933825=3.1241817$. Direct differentiation of the closed form with respect to $r$ and $E$ gives $W_g=3.1241817$, against the values $2\int_0^RP^2dr=2.27213$ and $2N=2.6640168$ that the Schr\"odinger rule gives with the large-component norm and with the full norm.

\section*{Computed values}
\begin{verbatim}
c = 137.035999 a.u., Z = 80, a = 0.4 bohr, R = 2.5 bohr, K = 1 /bohr
E = -0.25 Ha = -6.8028 eV, V(R) = -0.608799 Ha
M(R) = 1.000009553, 2M(R) = 2.000019107, dM/dE = 2.66257e-05 /Ha
free l=1, c=2, E=1.5 Ha: N = 1.33200840, PQ/c^2 = 0.03933825, Wg = 3.12418171 a.u.
Coulomb 1s check: E = -3532.1921 Ha
--- l = 0, gamma = 0.811906, N normalised to 1
P,Q,Pd,Qd at R (a.u.): -0.469229 0.600022 1.075157 0.756308
int P^2, Q^2/c^2, S^2: 0.99978434 2.1566e-04 0.0000e+00
W = 1.00000000, frozen-M W = 0.99978434 (dimensionless)
PQ/c^2 = -1.4993e-05, Wg = 2.0000341 /(Ha bohr^2)
Wg = 1.0000170 /(Ry bohr^2)
<ud|ud> = 0.302194 /Ha^2, gauge integral = 0.000e+00 /Ha
Q/P = -1.278740 Ha bohr, d(Q/P)/dE = -4.541815 bohr
j_l(KR) = 0.239389, d/dr = -0.416213 /bohr
A = -1.011994 bohr^1.5, B = 0.114974 Ha bohr^1.5
Pd outside span: full 1.4e-12, frozen 1.672e-04
linearisation error ratio (0.004 vs 0.002 Ha): 4.0010
--- l = 1, gamma = 1.630703, N normalised to 1
P,Q,Pd,Qd at R (a.u.): 1.082826 -0.183900 -0.630939 -0.816354
int P^2, Q^2/c^2, S^2: 0.99986057 9.8872e-05 4.0560e-05
W = 1.00000000, frozen-M W = 0.99986057 (dimensionless)
PQ/c^2 = -1.0604e-05, Wg = 2.0000297 /(Ha bohr^2)
Wg = 1.0000149 /(Ry bohr^2)
<ud|ud> = 0.096576 /Ha^2, gauge integral = 1.024e-09 /Ha
Q/P = -0.169834 Ha bohr, d(Q/P)/dE = -0.852869 bohr
j_l(KR) = 0.416213, d/dr = -0.093582 /bohr
A = 0.923248 bohr^1.5, B = -0.064690 Ha bohr^1.5
Pd outside span: full 1.7e-12, frozen 2.876e-04
linearisation error ratio (0.004 vs 0.002 Ha): 4.0016
--- l = 2, gamma = 2.580541, N normalised to 1
P,Q,Pd,Qd at R (a.u.): -1.367734 -0.531637 -0.217532 0.646582
int P^2, Q^2/c^2, S^2: 0.99967595 1.5399e-04 1.7006e-04
W = 1.00000000, frozen-M W = 0.99967595 (dimensionless)
PQ/c^2 = 3.8721e-05, Wg = 1.9999804 /(Ha bohr^2)
Wg = 0.9999902 /(Ry bohr^2)
<ud|ud> = 0.420518 /Ha^2, gauge integral = 4.468e-09 /Ha
Q/P = 0.388699 Ha bohr, d(Q/P)/dE = -0.534561 bohr
j_l(KR) = 0.260067, d/dr = 0.104133 /bohr
A = -0.448701 bohr^1.5, B = -0.167625 Ha bohr^1.5
Pd outside span: full 4.2e-12, frozen 1.070e-04
linearisation error ratio (0.004 vs 0.002 Ha): 3.9940
--- l = 3, gamma = 3.557976, N normalised to 1
P,Q,Pd,Qd at R (a.u.): -1.532828 -0.556331 0.482171 0.827390
int P^2, Q^2/c^2, S^2: 0.99994116 8.8476e-06 4.9996e-05
W = 1.00000000, frozen-M W = 0.99994116 (dimensionless)
PQ/c^2 = 4.5411e-05, Wg = 1.9999737 /(Ha bohr^2)
Wg = 0.9999868 /(Ry bohr^2)
<ud|ud> = 0.068619 /Ha^2, gauge integral = 1.330e-09 /Ha
Q/P = 0.362944 Ha bohr, d(Q/P)/dE = -0.425611 bohr
j_l(KR) = 0.103920, d/dr = 0.093794 /bohr
A = -0.158426 bohr^1.5, B = 0.035176 Ha bohr^1.5
Pd outside span: full 7.9e-12, frozen 1.121e-04
linearisation error ratio (0.004 vs 0.002 Ha): 4.0029
\end{verbatim}
